# Median first failure among one million lognormal interconnect elements

## Problem

The wiring of a chip contains $N=10^6$ elements that can fail by electromigration, the drift of metal atoms driven by an electric current. The chip counts as failed when its first element fails. The element lives $T_i$ are independent and share one lognormal distribution: $\ln T_i$ is normally distributed with mean $\ln t_{50}$ and standard deviation $\sigma=0.3$. Logarithms are natural, and $t_{50}$ is the median life of a single element.

1. Estimate by scaling the ratio of the median first-failure time to $t_{50}$.
2. Find the ratio from the full distribution, with bounds that can be evaluated by hand.
3. For $t_{50}=50$ years at 378 K, find the median first-failure time and the chance that a chip fails within 10 years.
4. Compare the estimate with the full result, and determine how sensitive the result is to the assumptions.

"Median" in the first question refers to a large set of nominally identical chips: half of them have had their first failure by that time.

## First estimate by scaling

Write an element's life as

$$T=t_{50}e^{\sigma Z},$$

where $Z$ is a standard normal variable, with mean zero and variance one. An early failure corresponds to a large negative $Z$. Let the first failure lie at $Z=-x$, so that its life ratio is $e^{-\sigma x}$.

The first failure is expected roughly where one element in $N$ has failed. Far from the centre, the dominant factor in the normal tail probability is $e^{-x^2/2}$. Dropping all slower factors gives

$$e^{-x^2/2}\sim\frac1N .$$

Taking logarithms and solving for the positive root, we obtain the estimate

$$x_{\rm est}=\sqrt{2\ln N}.$$

For one million elements, $\ln N=13.816$, hence

$$x_{\rm est}=\sqrt{27.631}=5.257,$$

$$\frac{t_{\rm est}}{t_{50}}=e^{-0.3\times5.257}=0.207 .$$

The estimate is therefore about 21 percent of the element median life. It shows why, for a lognormal life, a million elements do not shorten the life a millionfold: $N$ enters through the square root of its logarithm, and this is multiplied by the small number $\sigma$.

## Exact solution

### From one element to the chip

Let $F(t)$ be the probability that one element has failed by time $t$. The first failure comes later than $t$ if every element survives to $t$. Each survives with probability $1-F(t)$, and independence allows these probabilities to be multiplied:

$$S(t)=[1-F(t)]^N .$$

At the median first-failure time $t_1$, $S(t_1)=1/2$. Taking the $N$th root gives

$$F(t_1)=p,\qquad p=1-2^{-1/N}=1-e^{-a},\qquad a=\frac{\ln2}{N}.$$

Since $a$ is very small, $p$ is nearly $a$. To bound the difference, write $p=\int_0^a e^{-s}\,ds$. For $s>0$, $1-s<e^{-s}<1$, and integration gives

$$a-\frac{a^2}{2}<p<a .$$

The relative difference between $p$ and $a$ is thus below $a/2$, which is negligible here. Numerically, $p=6.931\times10^{-7}$. The expected number of failed elements at $t_1$ is $Np\simeq\ln2=0.693$, somewhat less than one.

### From probability to time

Define the standard normal density and its upper tail by

$$\varphi(u)=\frac{e^{-u^2/2}}{\sqrt{2\pi}},\qquad Q(x)=\int_x^\infty\varphi(u)\,du .$$

An element has failed by $t$ if $t_{50}e^{\sigma Z}\le t$, which means $Z\le\ln(t/t_{50})/\sigma$. Set $x=-\ln(t/t_{50})/\sigma$. The normal density is symmetric, so the probability of $Z\le-x$ equals that of $Z\ge x$, and $F(t)=Q(x)$. The median first failure therefore obeys

$$Q(x)=p,\qquad \frac{t_1}{t_{50}}=e^{-\sigma x}.$$

These two equations are exact within the stated model. For $N=1$, $p=1/2$ and $x=0$, so the first failure has the element median, as it must. For $\sigma\to0$ at fixed $N$, the ratio tends to one because all elements then fail together.

### Bounds on the normal tail

Differentiation gives $\varphi'(u)=-u\varphi(u)$, so $-\varphi$ is an antiderivative of $u\varphi$. Writing $\varphi=(1/u)(u\varphi)$ and integrating by parts,

$$Q(x)=\left[-\frac{\varphi(u)}u\right]_x^\infty-\int_x^\infty\frac{\varphi(u)}{u^2}\,du
=\frac{\varphi(x)}x-\int_x^\infty\frac{\varphi(u)}{u^2}\,du .$$

The same step applied to the remaining integral, with $\varphi/u^2=u^{-3}(u\varphi)$, gives

$$\int_x^\infty\frac{\varphi(u)}{u^2}\,du
=\frac{\varphi(x)}{x^3}-3\int_x^\infty\frac{\varphi(u)}{u^4}\,du .$$

The integrals are positive. The first equation therefore bounds $Q$ from above, and the two together bound it from below:

$$\varphi(x)\left(\frac1x-\frac1{x^3}\right)<Q(x)<\frac{\varphi(x)}x,\qquad x>0 .$$

To turn these into bounds on $x$, we need to know that they decrease. Their derivatives are

$$\frac{d}{dx}\frac{\varphi}{x}=-\varphi\left(1+\frac1{x^2}\right),$$

$$\frac{d}{dx}\left[\varphi\left(\frac1x-\frac1{x^3}\right)\right]
=-\varphi\left(1-\frac3{x^4}\right).$$

The first is negative for all $x>0$, and the second for $x>3^{1/4}$, hence for $x\ge2$. The required root does lie above 2, because the lower bound gives $Q(2)>0.02$, far above $p$.

Let $x_+$ be the point where the upper bound equals $p$. At the true root the upper bound exceeds $p$; since it decreases, it reaches $p$ farther out, so $x<x_+$. Let $x_-$ be the point above 2 where the lower bound equals $p$. At the true root the lower bound is already below $p$, so $x_-<x$.

### Solving for the bounds

Taking the logarithm of $\varphi(x_+)/x_+=p$ gives

$$-\frac{x_+^2}{2}-\frac12\ln(2\pi)-\ln x_+=\ln p .$$

Solving for the quadratic term suggests the iteration

$$x_{\rm new}=\sqrt{2\left[-\ln p-\tfrac12\ln(2\pi)-\ln x_{\rm old}\right]} .$$

Here $-\ln p=14.1820$ and $\tfrac12\ln(2\pi)=0.9189$. Starting from 5, where $\ln5=1.6094$, the first step is

$$\sqrt{2(14.1820-0.9189-1.6094)}=4.8278 .$$

The next values are 4.8350 and 4.8347. Convergence is fast because an error in $x_{\rm old}$ is multiplied by about $-1/x^2$, or $-0.04$, at each step. The limit is $x_+=4.8347$.

For the lower bound, factor out $1/x$:

$$\varphi(x)\left(\frac1x-\frac1{x^3}\right)=\frac{\varphi(x)}x\left(1-\frac1{x^2}\right).$$

The square bracket in the iteration then gains the term $\ln(1-1/x_{\rm old}^2)$. Starting again from 5, the successive values are 4.8193, 4.8263 and 4.8260, so $x_-=4.8260$.

A larger $x$ means an earlier failure, so the order of the bounds reverses when they are converted to lives:

$$e^{-0.3\times4.8347}<\frac{t_1}{t_{50}}<e^{-0.3\times4.8260},$$

$$0.2345<\frac{t_1}{t_{50}}<0.2351 .$$

Numerical inversion of the normal distribution gives $x=4.8270$, and hence

$$\frac{t_1}{t_{50}}=e^{-0.3\times4.8270}=0.2350 .$$

The median first failure thus occurs near 23.5 percent of the single-element median life.

### The time in years, and its spread

With $t_{50}=50$ years,

$$t_1=0.2350\times50\ \text{years}=11.75\ \text{years},$$

or about $1.03\times10^5$ h.

The median does not describe every chip. To find the time by which a fraction $c$ of chips has had a first failure, set $S=1-c$. The element failure probability is then $1-(1-c)^{1/N}$, and inversion of the normal distribution gives the time. For $c=0.1$ the ratio is 21.1 percent; for $c=0.9$ it is 25.3 percent. The central 80 percent of first failures thus fall between about 10.5 and 12.6 years.

For a service life of 10 years, $t/t_{50}=0.2$ and

$$x=-\frac{\ln0.2}{0.3}=5.365 .$$

The chance of at least one failure is $1-[1-Q(5.365)]^N$, which is 4.0 percent. A median first failure beyond the service life therefore still leaves about one chip in 25 failing within it.

A related measure is the time at which the expected number of failures, $NF$, equals one. Setting $F=1/N$ gives 24.0 percent of $t_{50}$. By then the chance of at least one failure is $1-(1-1/N)^N\simeq1-e^{-1}$, or 63 percent, so this time is later than the median first failure.

## Comparison of the estimate and the exact result

The scaling estimate is 20.7 percent and the full result 23.5 percent. The estimate is low by 12 percent relative to the full result. To trace the difference, write the exact tail as

$$Q(x)=\frac{\varphi(x)}xe^{-\delta},\qquad 0<\delta<-\ln\left(1-\frac1{x^2}\right),$$

where the limits on $\delta$ follow from the tail bounds, the upper one for $x>1$. With $p\simeq\ln2/N$, the logarithm of $Q(x)=p$ becomes

$$\frac{x^2}{2}=\ln N-\ln(\ln2)-\ln(x\sqrt{2\pi})-\delta .$$

For the present numbers, the terms on the right are

$$13.8155+0.3665-2.4932-0.0391\simeq11.650=\frac{x^2}{2}.$$

The estimate kept the first term. The second expresses the difference between a median and an expected count of one; it is positive because $\ln2<1$, and it moves the median to an earlier time. The third comes from the slowly varying factor in the normal tail and moves the failure later. It is the largest correction, which is why the estimate predicts failure too early.

Subtracting this equation from $x_{\rm est}^2/2=\ln N$, and factoring the difference of squares, gives

$$x_{\rm est}-x=\frac{2\left[\ln(x\sqrt{2\pi})+\ln(\ln2)+\delta\right]}{x_{\rm est}+x}.$$

As $N$ grows, the numerator increases like $\ln x$ and the denominator like $x$. The difference tends to zero, and at fixed $\sigma$ the estimated life ratio approaches the exact one, but slowly. For ten million elements the estimate is

$$e^{-0.3\sqrt{2\ln10^7}}=0.182,$$

while the full result is 0.206. The estimate is still low by about 12 percent.

The full result itself changes little with $N$. Since $Q'(x)=-\varphi(x)$ and $p\simeq\ln2/N$, differentiation of $Q(x)=p$ with respect to $\ln N$ gives

$$-\varphi(x)\frac{dx}{d\ln N}=-p,
\qquad \frac{dx}{d\ln N}=\frac{Q(x)}{\varphi(x)}<\frac1x .$$

Tenfold more elements, at fixed $\sigma$ and $t_{50}$, reduce the ratio from 23.5 to 20.6 percent, a relative fall of 12 percent. The width matters more: a 1 percent rise in $N$ shortens the time by about 0.06 percent, and a 1 percent rise in $\sigma$ by about 1.4 percent. At fixed $N$,

$$\frac{d\ln(t_1/t_{50})}{d\sigma}=-x=-4.83,$$

so an increase of 0.01 in $\sigma$ shortens the median first-failure time by nearly 5 percent.

## What the assumptions are worth

The parameters represent on-chip electromigration in a rough way. A use temperature of 378 K, a logarithmic width of a few tenths and an activation energy near 0.9 eV are plausible values; 50 years is a round choice, since the median life depends strongly on current density and geometry. Real chips break the assumption of equal stress: their elements differ in temperature and current. The first-failure rule is itself a limiting case: meshed power grids and redundant vias can survive the loss of one element, and lines whose product of current density and length lies below the Blech limit do not fail by electromigration and should not be counted in $N$. The examples below change one assumption at a time, with illustrative amounts. Percentages refer to the median life of an element at nominal stress, and $\sigma=0.3$ is taken as the width under uniform stress.

**Temperature differences.** At fixed current, let life vary as $e^{E_a/(kT)}$, with $E_a=0.9$ eV and $k$ the Boltzmann constant. A small rise $\Delta T$ changes $\ln T_i$ by approximately $-E_a\Delta T/(kT^2)$. A random spread of 2 K between elements therefore adds an independent logarithmic width of 0.146. Independent variances add, so the total width is approximately

$$\sqrt{0.3^2+0.146^2}=0.334 .$$

Averaging $F$ numerically over a normal temperature distribution, with the full exponential law, gives a median first failure at 20.1 percent, or about 10.0 years. A uniform rise of 5 K acts differently: it multiplies every life by 0.697 and leaves the ratio to the new element median unchanged. The median first failure then falls to 8.2 years.

**Current differences.** If life is inversely proportional to current density, a logarithmic spread of 0.1 in current density adds the same spread to the lives. The total width is $\sqrt{0.3^2+0.1^2}=0.316$, and the ratio becomes 21.7 percent. Measured lives are often fitted with an exponent near 2 rather than 1; the added spread is then 0.2, the total width 0.361, and the ratio 17.5 percent.

**Shared variation.** Elements made together may share part of their variation. Let

$$\ln T_i=\ln t_{50}+\sigma\left(\sqrt\rho\,G+\sqrt{1-\rho}\,Z_i\right),$$

where $G$ is common to a chip, the $Z_i$ belong to its elements, and all are independent standard normal variables. The total width remains $\sigma$, and $\rho$ is the correlation between two logarithmic lives. For given $G$ the elements are independent, so the earlier survival law applies; it is then averaged over $G$. For $\rho=0.1$, numerical integration gives a median at 25.1 percent. It is later because the part of the variation that differs among the million elements is narrower.

**A weak population.** Suppose that each element has a chance of $10^{-5}$ of being defective, with a median life of $0.3t_{50}$ and the same $\sigma$. A chip then has ten weak elements on average. Solving the survival law with the combined distribution gives 19.2 percent. The normal elements contribute little at that time: even at 20 percent of $t_{50}$ their expected number of failures is about 0.04, compared with the 0.69 required at the median. Weak elements supply all the rest.

**An incubation time.** If no failure can occur before $0.1t_{50}$, a possible life law is

$$\frac{T}{t_{50}}=0.1+0.9e^{\sigma'Z},\qquad \sigma'=\frac{0.3}{0.9}.$$

This choice keeps the median and makes $d\ln T/dZ=0.9\sigma'=0.3$ there. Since $T$ still increases with $Z$, the first failure remains at $Z=-4.827$:

$$\frac{t_1}{t_{50}}=0.1+0.9e^{-4.827/3}=0.280 .$$

The two laws agree in median and slope at the centre, yet their first failures differ by 19 percent relative to the original result.

**A finite life test.** Suppose $\sigma$ is estimated from $n=30$ parts as the sample standard deviation $s$ of the logarithmic lives. For normal data, $(n-1)s^2/\sigma^2$ is distributed as a sum of $n-1$ squared independent standard normal variables. Each square has variance 2, so the standard deviation of $s^2$ is $\sigma^2\sqrt{2/(n-1)}$. Since a small change obeys $\delta(s^2)\simeq2\sigma\,\delta s$,

$$\delta s\simeq\frac{\sigma}{\sqrt{2(n-1)}}=\frac{0.3}{\sqrt{58}}=0.039 .$$

A width one standard error higher or lower gives ratios of 19.4 or 28.4 percent. With $t_{50}$ held at 50 years, these correspond to 9.7 and 14.2 years. This symmetric step is a first approximation. For a measured $s=0.3$, the quantiles of the distribution above give a 68 percent interval for $\sigma$ of 0.267 to 0.349, hence ratios of 18.6 to 27.5 percent, or 9.3 to 13.8 years. Allowing also for the error of $t_{50}$ from the same parts widens this slightly, to 18.4 to 27.7 percent.

This last range assumes that the lognormal form is correct. Thirty parts cannot establish that form at a failure probability of $7\times10^{-7}$, where the first failure among a million elements is decided. Take a Weibull law, $F=1-\exp[-\ln2\,(t/t_{50})^\beta]$, with the same median and the same standard deviation of $\ln T$, which requires $\beta=\pi/(\sigma\sqrt6)=4.28$. Its survival law is $S=\exp[-N\ln2\,(t/t_{50})^\beta]$, so $t_1/t_{50}=N^{-1/\beta}=0.040$, or about 2 years. In simulated samples of 30 parts drawn from this law, a Shapiro–Wilk test on the logarithmic lives at the 5 percent level rejects the lognormal form in slightly fewer than half of the cases. The value of 23.5 percent follows from the stated distribution; its use for a real chip requires evidence about the early tail as well as about the median and the width.
